# Valence-edge shift from p–d repulsion and the common-anion rule

## Problem

An oxide semiconductor serves as the channel beneath a gate oxide. Its cation has a filled d level 5.0 eV below the oxygen p level, before the two are allowed to mix. The coupling between them is 1.0 eV. The gate oxide has the same anion but no cation d level near its valence edge.

The common-anion rule says that two compounds with the same anion have valence edges at the same energy.

1. How far does the p–d coupling move the valence edge of the channel, and in which direction?
2. What error does this cause in the valence-band offset given by the common-anion rule?
3. The gaps are 3.5 eV in the channel and 7.0 eV in the gate oxide, and both are held fixed. What happens to the electron and hole barriers?

Assume that the p and d states are normalized and orthogonal, that the unmixed p levels of the two oxides coincide on a common energy scale, and that the interface adds no dipole. The valence edge is taken at the zone centre, where every p state at the edge has a d partner. All parameters are round model values.

## Hints

**Hint 1.** Put the energy zero at the unmixed p level. The d level is then at $-\Delta$, and the problem is a $2\times2$ matrix.

**Hint 2.** Both levels are filled. The valence edge is the higher of the two mixed levels.

**Hint 3.** The rule compares two compounds. Find the shift in each before taking the difference.

**Hint 4.** If a gap is fixed, raising the valence edge raises the conduction edge by the same amount.

## Solution

### The shift

Let $V$ be the coupling, taken real. In the basis (p, d),

$$
H=\begin{pmatrix}0&V\\V&-\Delta\end{pmatrix}.
$$

An energy $E$ is allowed if $\det(H-E)=0$:

$$
(-E)(-\Delta-E)-V^2=0
\quad\Longrightarrow\quad
E^2+\Delta E-V^2=0 .
$$

The two roots are

$$
E_\pm=\frac{-\Delta\pm R}{2},\qquad R=\sqrt{\Delta^2+4V^2}.
$$

Since $R>\Delta$, the upper root is positive. The edge therefore moves up, by

$$
\delta=E_+=\frac{\sqrt{\Delta^2+4V^2}-\Delta}{2}.
$$

With $\Delta=5.0$ eV and $V=1.0$ eV, $R=\sqrt{25+4}$ eV $=5.385$ eV, so

$$
\delta=\frac{5.385-5.000}{2}\ \text{eV}=0.193\ \text{eV}\approx0.19\ \text{eV}.
$$

The lower level is at $-5.193$ eV. It has fallen by the same amount, because the sum of the roots is $-\Delta$, as it was before mixing. With both levels full, the sum of the level energies is unchanged, yet the valence edge has risen.

### Two limits

For weak coupling, put $x=4V^2/\Delta^2$ and use $\sqrt{1+x}=1+x/2-x^2/8+\dots$:

$$
R=\Delta+\frac{2V^2}{\Delta}-\frac{2V^4}{\Delta^3}+\dots,
\qquad
\delta=\frac{V^2}{\Delta}-\frac{V^4}{\Delta^3}+\dots
$$

The first term gives 0.200 eV, which is 3.9% above the full root. The first two terms give 0.192 eV. In the opposite limit, $V\gg\Delta$, $R\approx2V$ and $\delta\approx V-\Delta/2$. The quadratic dependence on $V$ has then become linear.

### What the edge state contains

Let the upper state have amplitudes $c_p$ and $c_d$. The first row of $Hc=\delta c$ reads $Vc_d=\delta c_p$. After normalization, the d weight is

$$
w=\frac{c_d^2}{c_p^2+c_d^2}=\frac{\delta^2}{V^2+\delta^2}=0.036 .
$$

The edge is still mostly a p state, with 3.6% d character.

This weight also gives the sensitivity to the d-level position. The eigenvalue equation gives $V^2=\delta(\delta+\Delta)$, and the definition of $\delta$ gives $R=\Delta+2\delta$. Hence

$$
w=\frac{\delta^2}{\delta(\delta+\Delta)+\delta^2}
=\frac{\delta}{\Delta+2\delta}=\frac{\delta}{R}.
$$

Differentiating $\delta=(R-\Delta)/2$ at fixed $V$, and then at fixed $\Delta$,

$$
\frac{\partial\delta}{\partial\Delta}=\frac12\left(\frac{\Delta}{R}-1\right)
=-\frac{\delta}{R}=-w,
\qquad
\frac{\partial\delta}{\partial V}=\frac{2V}{R}=0.37 .
$$

Near these parameters, an error of 0.1 eV in $V$ matters about ten times as much as an error of 0.1 eV in $\Delta$. Changing $V$ to 0.8 or 1.2 eV at fixed $\Delta$ gives $\delta=0.12$ or 0.27 eV.

### What the coupling means in a crystal

The 1.0 eV is the coupling between whole crystal states, not the hopping along one bond. Consider the zinc-blende structure, with one anion and one cation per cell, at the zone centre. Each anion has four tetrahedral cation neighbours, in directions $\mathbf n=(n_x,n_y,n_z)$, and all four belong to the same sublattice, so their hoppings add into one matrix element. Let $V_\sigma$ and $V_\pi$ be the hoppings between orbitals aligned along a bond and across it.

Take the pair $p_x$ and $d_{yz}$. Along the bond, $p_x$ has component $n_x$ and $d_{yz}$ has component $\sqrt3\,n_yn_z$. For a unit vector $\mathbf t$ across the bond, the components are $t_x$ and $t_yn_z+t_zn_y$. The two perpendicular choices of $\mathbf t$ satisfy $\sum t_it_j=\delta_{ij}-n_in_j$, where $\delta_{ij}$ is 1 for equal indices and 0 otherwise. Thus

$$
\sum_{\mathbf t}t_x(t_yn_z+t_zn_y)=-2n_xn_yn_z,
$$

and one bond contributes

$$
n_xn_yn_z\left(\sqrt3\,V_\sigma-2V_\pi\right).
$$

The directions are $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$, each divided by $\sqrt3$. All have $n_xn_yn_z=1/(3\sqrt3)$, so the four bonds add:

$$
V=\frac43V_\sigma-\frac{8}{3\sqrt3}V_\pi .
$$

For example, $V_\sigma=0.494$ eV and $V_\pi=-0.222$ eV give $V=1.0$ eV. By symmetry, $p_y$ pairs with $d_{xz}$ and $p_z$ with $d_{xy}$. All three p states therefore rise by $\delta$. The other two d states do not couple to p here. Tetrahedral coordination of the anion is not enough by itself. In ideal wurtzite the three highest p states also rise by $\delta$. In fluorite, with two anions per cation, three p combinations couple with strength $\sqrt2\,V$ and rise by 0.37 eV, while the other three do not move.

In the rocksalt structure, with six octahedral neighbours on one cation sublattice, the result is different. A p orbital is odd under inversion and a d orbital is even, so the hoppings along $\mathbf n$ and $-\mathbf n$ have opposite signs. They cancel at the zone centre, and this shift vanishes there. The cancellation needs the same cation at $\mathbf n$ and $-\mathbf n$; it fails, for example, when two kinds of cation occupy alternate (111) planes. At other points of the zone the Bloch phases differ and the coupling can survive, so p–d repulsion may still raise the valence edge of such an oxide, away from the zone centre.

### The common-anion error

Label the channel 1 and the gate oxide 2. With a common unmixed p energy $E_p$, the valence edges are

$$
E_{v1}=E_p+\delta_1,\qquad E_{v2}=E_p+\delta_2 .
$$

The rule predicts $E_{v1}-E_{v2}=0$. The model gives

$$
E_{v1}-E_{v2}=\delta_1-\delta_2 .
$$

The gate oxide has no d level in this model, so $\delta_2=0$. The channel edge is higher by 0.19 eV, or 193 meV, and the rule misses this whole offset. The error is a difference of shifts: two compounds with equal p–d shifts would still obey the rule.

### The barriers

A hole in the channel must go down in electron energy by 0.19 eV to enter the gate oxide. The hole barrier is therefore 0.19 eV, where the rule gives zero. At 300 K the thermal energy is $k_BT=0.0259$ eV, and the corresponding Boltzmann factor is $e^{-\delta/k_BT}=5.8\times10^{-4}$.

Measured from $E_p$, the conduction edges are at $\delta+3.5$ eV and 7.0 eV. The electron barrier is

$$
7.0-(3.5+0.19)=3.31\ \text{eV},
$$

compared with 3.50 eV from the rule. This reduction depends on holding the gaps fixed. If the channel's conduction edge were held fixed instead, its gap would shrink and the electron barrier would stay the same.

### How this compares with a real stack

Zinc oxide is a suitable real case for the channel: its zinc neighbours are tetrahedral, and its filled d states lie several eV below the valence edge, very roughly 7 to 8 eV. That depth is measured after mixing. If it is taken as the separation $D$ of Variation 2, a 1.0 eV coupling gives an unmixed separation $\Delta=\sqrt{D^2-4V^2}$ of 6.7 to 7.7 eV, so the chosen 5.0 eV is on the small side. A stronger coupling would bring the unmixed value down. With an unmixed separation of 7.0 eV and the same coupling, the shift falls to 0.14 eV. This is not an estimate for zinc oxide, because the 1.0 eV coupling is a round value not derived for that material. At the same separation, a coupling of 2.0 eV would give 0.53 eV. Alumina is an example of a gate oxide without a filled d shell near its valence edge. Its structure and bonding differ from those of zinc oxide, however, so equal unmixed p levels are an assumption. If the p–d separations are kept fixed, any mismatch adds directly to the offset.

The interface dipole can matter even more. Suppose a net charge of $0.01e$, after screening, is transferred per square site of side 0.3 nm, across a distance $d=0.2$ nm. With $n$ transferred electrons per unit area, the field between the two charge sheets is $4\pi en$ in Gaussian units. The electron energy step is

$$
4\pi e^2nd=4\pi(1.44\ \text{eV nm})\frac{0.01}{(0.3\ \text{nm})^2}(0.2\ \text{nm})
=0.40\ \text{eV}.
$$

Its sign depends on the direction of transfer. About $0.005e$ per site in the right direction would cancel the p–d offset. The 0.19 eV is therefore one contribution to the alignment, not a prediction of the measured offset.

Two other effects can be estimated within the same model. If the orbitals have overlap $S$, the off-diagonal term becomes $V-ES$, and the energy equation becomes $E(E+\Delta)=(V-ES)^2$. For $S=\pm0.05$, with $V$ defined at the p-level energy, the shift is 0.189 or 0.196 eV. The change is small because the edge lies close to that reference energy. If the same 1.0 eV were defined midway between the unmixed levels, the shift would be 0.15 or 0.25 eV. An assumed spin–orbit splitting of 0.03 eV in the p shell raises four states by one third of the splitting and lowers two by two thirds, so the edge rises by about 0.01 eV. If the p shell of the gate oxide has the same splitting, its edge rises by nearly the same amount, and little of this rise remains in the offset. This estimate leaves out the d shell's own spin–orbit term, which also acts on the edge through its small d character. In the zinc-blende model that term has the opposite sign and reduces the rise.

## Variation 1: the partner also has a d level

**Question.** The gate oxide now has a filled d level 15 eV below its p level, with the same 1.0 eV coupling. What is the error of the rule?

**Solution.** The partner's shift is

$$
\delta_2=\frac{\sqrt{15^2+4}-15}{2}\ \text{eV}=0.066\ \text{eV}.
$$

The error is $\delta_1-\delta_2=0.193-0.066=0.126$ eV, using unrounded shifts. The deep level removes about one third of the original error.

If the partner's d level is instead empty and 5.0 eV above p, replace $-\Delta$ by $+\Delta$ in the matrix. The filled lower root is $(\Delta-R)/2=-0.193$ eV. The partner's edge moves down, and the error grows to $0.193-(-0.193)=0.385$ eV, again before rounding. This requires all the p states at the edge to couple; an uncoupled p state would remain at zero and form the edge. An empty d level this low also limits the partner's gap to at most 5.4 eV in the two-level model, and to 5.2 eV in zinc blende, where two d states stay uncoupled at 5.0 eV, so this case describes a different oxide from the one with a 7.0 eV gap, and the electron barrier found above does not apply to it.

## Variation 2: the separation is given after mixing

**Question.** Suppose 5.0 eV is the separation $D$ between the two mixed levels, with $V$ still 1.0 eV. What is the shift?

**Solution.** Each level moves by $\delta$, away from the other, so $D=\Delta+2\delta$. Substitute $\Delta=D-2\delta$ into $V^2=\delta(\delta+\Delta)$:

$$
V^2=\delta(D-\delta)
\quad\Longrightarrow\quad
\delta^2-D\delta+V^2=0 .
$$

The unmixed d level lies below p, so $\Delta>0$ and $\delta<D/2$. This selects the smaller root:

$$
\delta=\frac{D-\sqrt{D^2-4V^2}}{2}
=\frac{5-\sqrt{21}}{2}\ \text{eV}=0.209\ \text{eV}.
$$

The shift is larger than before because the unmixed separation is now only $5.0-2(0.209)=4.58$ eV. A real solution needs $D\ge2V$: coupling alone separates two initially equal levels by $2V$.

Numbers in the example were calculated in double precision.
